# Why scalar-relativistic GGA gaps of lead halide perovskites look right

Suppose a scalar-relativistic GGA calculation of a lead iodide perovskite gives a gap of 1.6 eV, close to the measured one. Someone who takes this as proof of a sound description may then move to a method that cures the gap error of the GGA, keeping the scalar-relativistic treatment. The gap rises to about 2.6 eV, and the better method looks worse. Someone else adds spin-orbit coupling to the GGA, finds a gap near 0.5 eV, and concludes that the coupling does harm. Both have misread one cancellation.

## The belief and its appeal

The belief is that agreement of the scalar gap with experiment shows that the GGA works for these crystals and that spin-orbit coupling is a refinement. It has something in its favour. The scalar calculation already contains the spin-independent relativistic shifts of the lead levels. Spin-orbit coupling, moreover, splits a level about its weighted mean to first order, which suggests that it leaves the average position of a band alone.

A gap, however, is measured from the lowest component of the conduction edge, not from the mean. Let \(E_{SR}\) and \(E_{SO}\) be the gaps without and with spin-orbit coupling, for the same functional and geometry, and let \(E_m\) be the measured gap. Adding and subtracting \(E_{SO}\) gives

\[
E_{SR}-E_m=(E_{SR}-E_{SO})+(E_{SO}-E_m).
\]

If the left side is near zero, the two brackets are opposite. The question is whether the first is small. The near agreement itself, at a measured gap of very roughly 1.6 eV for the iodides, is taken here as the premise; it is not derived.

## What the scalar treatment drops

In atomic units, with the rest energy subtracted, the radial Dirac equations for large and small components \(P\) and \(Q\) are

\[
VP+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q=EP,
\]
\[
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2c^2)Q=EQ.
\]

For a p shell, \(\kappa=1\) means \(j=1/2\) and \(\kappa=-2\) means \(j=3/2\). Write the small component through a function \(\varphi\),

\[
Q=\frac{1}{2c}\left(\varphi'+\frac{\kappa}{r}\varphi\right).
\]

Its potential energy is then \(W_\kappa/4c^2\), where

\[
W_\kappa=\int V\left(\varphi'^2+\frac{2\kappa}{r}\varphi\varphi'+\frac{\kappa^2}{r^2}\varphi^2\right)dr .
\]

The expression without spin dependence is

\[
W_{sf}=\int V\left[\left(\varphi'-\frac{\varphi}{r}\right)^2+\frac{l(l+1)}{r^2}\varphi^2\right]dr .
\]

Subtract the integrands. The terms in \(\varphi'^2\) cancel, leaving

\[
\frac{2(\kappa+1)}{r}\varphi\varphi'+\frac{\kappa^2-1-l(l+1)}{r^2}\varphi^2 .
\]

Since \(\kappa(\kappa+1)=l(l+1)\), the second numerator equals \(-(\kappa+1)\). The difference is therefore a total derivative times \(V\):

\[
W_\kappa-W_{sf}=(\kappa+1)\int V\frac{d}{dr}\left(\frac{\varphi^2}{r}\right)dr
=-(\kappa+1)\int \frac{V'\varphi^2}{r}\,dr .
\]

The boundary terms vanish for a bound p state, because \(\varphi^2/r\) goes as \(r^3\) at the origin in the regular basis used here, while \(V\) goes as \(1/r\). In the kinetic and normalization terms the same algebra applies with \(V\) replaced by a constant, so their dependence on \(\kappa\) integrates to zero. The scalar-relativistic problem used here keeps \(W_{sf}\) and drops the remainder.

Because \(\mathbf l\cdot\mathbf s=-(\kappa+1)/2\), the dropped energy is, to first order,

\[
\frac{W_\kappa-W_{sf}}{4c^2}=\zeta\,\mathbf l\cdot\mathbf s,\qquad
\zeta=\frac{1}{2c^2}\int\frac{V'\varphi^2}{r}\,dr .
\]

In a p shell \(\mathbf l\cdot\mathbf s\) is \(-1\) for \(j=1/2\) and \(+1/2\) for \(j=3/2\). The levels lie at \(-\zeta\) and \(+\zeta/2\), a splitting of \(3\zeta/2\). With degeneracies 2 and 4 the weighted mean is unmoved, but the lower level has fallen by two thirds of the splitting.

## The size for lead

The atoms were computed with the PBE functional, a point nucleus and spherical, non-spin-polarized densities. For Pb 6p the scalar level is at −3.517 eV. In the same potential the \(j=1/2\) level is at −4.585 eV and the \(j=3/2\) level at −3.121 eV. Hence

\[
\zeta=\tfrac23(4.585-3.121)\ \text{eV}=0.976\ \text{eV}.
\]

The first-order integral gives 0.868 eV. It was tested against the slope of both levels as the spin-orbit term is scaled, and agrees within 0.5%. In the separation used here, the difference from 0.976 eV is the response of the orbitals beyond first order. Another way of separating off the spin-dependent part would somewhat change both the first-order value and the position of the scalar level. Here the response also moves the weighted mean down by about 0.09 eV, which is why the \(j=1/2\) level lies 1.07 eV below the scalar one. The lattice model below uses \(\zeta=0.976\) eV and leaves this extra shift out.

Including spin-orbit coupling in the self-consistency gives 0.975 eV, and an LDA calculation gives 1.007 eV. Between these two functionals the constant changes by about 3%. These are Kohn-Sham levels, not measured ones; they carry the errors of the functional and omit magnetic interactions between electrons.

## From the atom to the band edge

Take the cubic lattice with lead at the origin and halides at the bond centres, each orbital coupled to its nearest neighbours. Both band edges lie at the zone corner R, where a translation by one lattice constant changes the sign of a Bloch function. The halides on opposite sides of lead then carry phases \(+i\) and \(-i\).

A coupling that is equal on both sides cancels: \(V(i-i)=0\). This removes the mixing of lead p with halide p. A coupling that changes sign between the sides adds up to magnitude \(2V\), and the leftover phase can be absorbed in the halide orbital. Each lead p orbital therefore mixes with the halide s orbital on its own axis, with strength \(2V_{ps}\). Lead s mixes with the bond-directed p orbital of three halides, each with strength \(2V_{sp}\); their normalized sum couples with \(2\sqrt3\,V_{sp}\).

The scalar conduction edge is the upper root of a two-level problem:

\[
E_c=\frac{E_p+E_{Xs}}{2}+\sqrt{\left(\frac{E_p-E_{Xs}}{2}\right)^2+4V_{ps}^2}.
\]

With round parameters \(E_p=3.1\), \(E_{Xs}=-12\) and \(V_{ps}=1\) eV,

\[
E_c=-4.45+\sqrt{7.55^2+4}=3.36\ \text{eV}.
\]

For the valence edge, \(E_s=-5\), \(E_{Xp}=0\) and \(V_{sp}=1\) eV give

\[
E_v=-2.5+\sqrt{2.5^2+12}=1.77\ \text{eV}.
\]

The scalar gap is 1.59 eV. The parameters were chosen to place it there, so this number is no evidence about the GGA. The model tests how the atomic coupling reaches the band edges.

The coupling \(2V_{ps}\) is the same for the three p directions. The combination of orbital and spin that forms \(j=1/2\) on lead therefore meets the same combination of halide s functions, which have no spin-orbit coupling of their own. The two-level problem survives with \(E_p\) replaced by \(E_p-\zeta=2.124\) eV:

\[
E_c^{SO}=-4.938+\sqrt{7.062^2+4}=2.40\ \text{eV}.
\]

The edge falls by 0.96 eV. To first order the fall is \(w\zeta\), with \(w=\partial E_c/\partial E_p\) the lead p weight of the scalar edge:

\[
w=\frac12\left(1+\frac{7.55}{7.81}\right)=0.983,\qquad w\zeta=0.96\ \text{eV}.
\]

This also shows where the estimate is soft. A crystal orbital with ten percentage points less lead p weight would lose about 0.1 eV of the lowering, and the \(\zeta\) of a neutral atom has been carried into the crystal unchanged. The constant grows when lead carries a positive charge, because the 6p orbital contracts, and the effect is not small: the same PBE treatment gives \(\zeta\approx1.23\) eV for the free ion Pb\(^+\) and \(1.50\) eV for Pb\(^{2+}\), which would deepen the lowering in this model from 0.96 eV to about 1.2 and 1.5 eV. In a crystal the surrounding anions screen the ion, so the free-ion values do not carry over directly. The lowering found here should be read as about 1 eV, uncertain by a few tenths.

## The valence edge does not compensate

Iodine has \(\zeta_X=0.667\) eV, so its effect must be checked. Let \(\sigma\) be a halide p orbital along its bond, with either spin. A single real p orbital has no mean orbital angular momentum, so \(\mathbf l\cdot\mathbf s\) has no matrix element within \(\sigma\): the first-order shift vanishes.

For the rest, the eigenvalues \(1/2\) and \(-1\) imply \((\mathbf l\cdot\mathbf s)^2=\tfrac12-\tfrac12\,\mathbf l\cdot\mathbf s\). Define \(\tau=\sqrt2\,\mathbf l\cdot\mathbf s\,\sigma\). Its norm is \(2\langle(\mathbf l\cdot\mathbf s)^2\rangle=1\), it is orthogonal to \(\sigma\), and

\[
\mathbf l\cdot\mathbf s\,\tau=\sqrt2\left(\tfrac12-\tfrac12\,\mathbf l\cdot\mathbf s\right)\sigma=\frac{\sigma}{\sqrt2}-\frac{\tau}{2}.
\]

The state \(\tau\) consists of p orbitals perpendicular to the bond, which do not couple to lead at R. Summed over the three bonds, the problem closes in three states:

\[
\begin{pmatrix}
E_s&2\sqrt3V_{sp}&0\\
2\sqrt3V_{sp}&E_{Xp}&\zeta_X/\sqrt2\\
0&\zeta_X/\sqrt2&E_{Xp}-\zeta_X/2
\end{pmatrix}.
\]

Its highest root is 1.85 eV, a rise of 0.08 eV. This narrows the gap further. Both small blocks were tested against the full Hamiltonian with 32 spin-orbitals, and a grid of wave vectors confirmed that both edges stay at R.

The gap therefore goes from 1.59 eV to 0.55 eV, a reduction of 1.04 eV. Coupling on lead alone gives 0.63 eV, and on iodine alone 1.51 eV.

## Reading the agreement again

With \(E_{SR}\approx E_m\), the identity now reads

\[
0\approx 1.04\ \text{eV}+(E_{SO}-E_m),
\]

so the gap with spin-orbit coupling is about 1 eV too small, to the extent that the reduction found in the cubic model with the neutral-atom \(\zeta\) holds for the real crystal. That remainder includes the gap error of the functional, but also any difference between the computed structure and the real one, thermal effects, and electron-hole binding if \(E_m\) is an optical gap. The argument fixes the sum, not its division. If the whole remainder is repaired while the coupling is still left out, and the spin-orbit reduction is assumed to be the same in the improved method, the result is \(1.588+1.040=2.63\) eV, the overshoot of the opening.

A cancellation can be exposed by changing one partner. Put the tin value, \(\zeta=0.296\) eV, into the same lattice and keep everything else. Spin-orbit coupling now removes 0.37 eV. If the other error stayed at −1.04 eV, the scalar gap would be wrong by \(0.37-1.04=-0.67\) eV. This is a conditional comparison, not a computed tin compound, but it shows that success with lead gives no licence for a lighter metal.

Distortion changes the partner too. Let a tetragonal field shift \(p_z\) by \(\eta\) in the bare lead triplet. The algebra used for \(\sigma\) and \(\tau\) gives the block

\[
\begin{pmatrix}\eta&\zeta/\sqrt2\\ \zeta/\sqrt2&-\zeta/2\end{pmatrix},
\]

with lowest root

\[
E_-=\frac{\eta-\zeta/2}{2}-\sqrt{\left(\frac{\eta+\zeta/2}{2}\right)^2+\frac{\zeta^2}{2}} .
\]

At \(\eta=0\) this is \(-\zeta\). Measured from the lowest scalar level, the lowering is 0.89 eV for \(\eta=+0.3\) eV and 0.79 eV for \(\eta=-0.3\) eV. For a large positive field it tends to \(\zeta/2\), since two orbitals remain degenerate. For a large negative field a single orbital is left, and the lowering tends to zero as \(\zeta^2/2|\eta|\). In this bare triplet the lowering is thus largest without a tetragonal field, and a field of 0.3 eV takes away about 0.1 to 0.2 eV. Tilting of the octahedra is not covered by this estimate.

## What a correct gap does not repair

Even where the scalar gap is right, the states at the edge are not. In the cubic model the conduction edge holds six degenerate spin-orbitals in the scalar treatment, but only two with spin-orbit coupling. Along a cubic axis the scalar masses are 2.05 and 0.086 electron masses; with spin-orbit coupling the edge has a mass of 0.105, equal within 1% along the three directions tested.

Averaging the scalar inverse masses over the three orbitals would give about 0.24, so mixing of the orbitals is not the whole story. A rough second-order estimate points to the smaller energy denominators. Away from R along an axis, the lead p orbital on that axis couples to the bond-directed halide p orbital. That orbital has weight \(\tfrac13\cdot\tfrac12(1+2.5/4.27)=0.26\) in the valence edge and \(2/3\) in non-bonding halide levels at \(E_{Xp}=0\). Keeping these two terms, the light inverse mass is proportional to \(0.26/1.59+0.67/3.36=0.36\) per eV, so the valence edge supplies less than half of it. With the spin-orbit energies and the same weights the sum becomes \(0.26/0.55+0.67/2.40=0.75\) per eV. The \(j=1/2\) state has one third of its weight in the p orbital along any chosen direction, hence

\[
\frac1m\approx\frac13\cdot\frac{0.75}{0.36}\cdot\frac1{0.086}\approx8,
\]

or \(m\approx0.12\), against the computed 0.105; the estimate omits the heavy orbitals and the iodine coupling in the weights. The same estimate carries a warning: a GGA gap with spin-orbit coupling is too small, and the mass taken from it is then likely to be too light. Both errors have to be treated together, the missing coupling and the remaining gap error. The numerical output lists the levels, gaps and masses used here.

## Computed values

```
ATOMS, PBE, p levels in the scalar-relativistic potential
Pb 6p: scalar level          -3.517 eV
Pb 6p: j=1/2 level           -4.585 eV
Pb 6p: j=3/2 level           -3.121 eV
Pb 6p: zeta                   0.976 eV
Sn 5p: scalar level          -3.696 eV
Sn 5p: j=1/2 level           -4.001 eV
Sn 5p: j=3/2 level           -3.557 eV
Sn 5p: zeta                   0.296 eV
I 5p: scalar level          -7.088 eV
I 5p: j=1/2 level           -7.776 eV
I 5p: j=3/2 level           -6.776 eV
I 5p: zeta                   0.667 eV
Pb 6p: j=1/2 below scalar    1.068 eV
Pb 6p: first-order zeta      0.868 eV
Pb 6p: zeta, Dirac SCF       0.975 eV
Pb 6p: zeta, LDA             1.007 eV
LATTICE MODEL
lattice constant             6.3 angstrom
on-site M s, M p             -5.0, 3.1 eV
on-site X s, X p             -12.0, 0.0 eV
V_sp, V_ps                   1.0, 1.0 eV
V_pp sigma, V_pp pi          1.8, -0.4 eV
scalar valence edge          1.772 eV
scalar conduction edge       3.360 eV
SOC valence edge             1.853 eV
SOC conduction edge          2.402 eV
Pb p weight of scalar edge   0.983
weight times zeta            0.960 eV
conduction edge lowering     0.959 eV
valence edge rise            0.081 eV
gap, scalar                  1.588 eV
gap, SOC on Pb only          0.630 eV
gap, SOC on I only           1.508 eV
gap, SOC on both             0.549 eV
gap reduction by SOC         1.040 eV
scalar gap + that correction 2.628 eV
gap reduction, Sn zeta       0.372 eV
scalar gap error left for Sn -0.668 eV
bare triplet lowering, field -0.3 eV: 0.791 eV
bare triplet lowering, field +0.3 eV: 0.889 eV
edge degeneracy scalar, SOC  6, 2
scalar masses heavy, light   2.050, 0.086 m_e
SOC mass 100, 110, 111       0.105, 0.105, 0.105 m_e
```
